\section*{Genealogical spin functions from products of spin-1/2 Clebsch-Gordan factors}

\section{Two and three electrons by hand}

Two electrons have four product spin functions, $\alpha\alpha$, $\alpha\beta$, $\beta\alpha$ and $\beta\beta$, with electron 1 written leftmost. Spin is measured in units of $\hbar$, so $\alpha$ and $\beta$ have $s_z=+\tfrac12$ and $-\tfrac12$. The two functions with total projection $M=0$ combine into one triplet and one singlet component,
\begin{equation}
|1,0\rangle=\frac{\alpha\beta+\beta\alpha}{\sqrt2},\qquad
|0,0\rangle=\frac{\alpha\beta-\beta\alpha}{\sqrt2}.
\end{equation}

Now add a third electron and ask for total spin $S=\tfrac12$ with $M=\tfrac12$. If the first two electrons form a singlet, the answer is immediate:
\begin{equation}
X_a=|0,0\rangle\alpha=\frac{\alpha\beta\alpha-\beta\alpha\alpha}{\sqrt2}.
\end{equation}
If they form a triplet, two products have the right projection, and we write $X_b=x\,|1,0\rangle\alpha+y\,|1,1\rangle\beta$. A state with $M=S$ is annihilated by the raising operator $S_+$. Since $S_+|1,0\rangle=\sqrt2\,|1,1\rangle$ for the pair and $s_+\beta=\alpha$,
\begin{equation}
S_+X_b=(\sqrt2\,x+y)\,|1,1\rangle\alpha=0
\quad\Rightarrow\quad y=-\sqrt2\,x .
\end{equation}
Normalization gives $3x^2=1$. Choosing $y>0$ fixes $x=-1/\sqrt3$ and $y=\sqrt{2/3}$, so
\begin{equation}
X_b=\sqrt{\tfrac23}\,\alpha\alpha\beta-\frac{\alpha\beta\alpha+\beta\alpha\alpha}{\sqrt6}.
\end{equation}

There are thus two doublets, distinguished by their history: $X_a$ has intermediate spins $(\tfrac12,0,\tfrac12)$ and $X_b$ has $(\tfrac12,1,\tfrac12)$. They are orthogonal because their first two electrons have different total spin. The general method repeats this step, one electron at a time.

\section{Adding one electron in general}

Suppose the old electrons form a multiplet $|S',M'\rangle$ whose components are connected by ladder operators with the usual positive coefficients. The new total projection $M$ can be reached through
\begin{equation}
u=|S',M-\tfrac12\rangle\alpha,\qquad v=|S',M+\tfrac12\rangle\beta .
\end{equation}
The total spin operator is
\begin{equation}
\mathbf S^2=\mathbf S'^2+\tfrac34+2S'_zs_z+S'_+s_-+S'_-s_+ .
\end{equation}
The term $2S'_zs_z$ gives $M-\tfrac12$ on $u$ and $-M-\tfrac12$ on $v$. The flip terms connect $u$ and $v$ with the matrix element
\begin{equation}
R=\sqrt{S'(S'+1)-(M-\tfrac12)(M+\tfrac12)}=\sqrt{L^2-M^2},
\qquad L=S'+\tfrac12,
\end{equation}
because $S'(S'+1)+\tfrac14=L^2$. The diagonal constants add up to $S'(S'+1)+\tfrac34-\tfrac12=L^2$. In the basis $(u,v)$, therefore,
\begin{equation}
\mathbf S^2=L^2+\begin{pmatrix}M&R\\R&-M\end{pmatrix}.
\end{equation}
The $2\times2$ matrix has trace zero and determinant $-M^2-R^2=-L^2$, hence eigenvalues $\pm L$. The upper one gives $\mathbf S^2=L(L+1)$, that is, $S=L=S'+\tfrac12$. The lower one gives $\mathbf S^2=(L-1)L$, that is, $S=L-1=S'-\tfrac12$.

For an eigenvector $xu+yv$ the first row reads $Mx+Ry=\pm Lx$. Hence
\begin{align}
\text{up:}\quad \frac yx&=\frac{L-M}{R}=\sqrt{\frac{L-M}{L+M}},\\
\text{down:}\quad \frac yx&=-\frac{L+M}{R}=-\sqrt{\frac{L+M}{L-M}} .
\end{align}
We normalize, choose $y>0$ (and $x>0$ in the up case), and insert $L=S$ for an up step and $L=S+1$ for a down step. The factors, written with the \emph{new} $S$ and $M$, are
\begin{align}
\text{up:}\quad & c_\alpha=\sqrt{\frac{S+M}{2S}}, &
c_\beta&=\sqrt{\frac{S-M}{2S}}, \label{up}\\
\text{down:}\quad & c_\alpha=-\sqrt{\frac{S-M+1}{2S+2}}, &
c_\beta&=\sqrt{\frac{S+M+1}{2S+2}} .\label{down}
\end{align}
At the edges $M=\pm L$ just one of $u,v$ exists. It belongs to $S=L$, and (\ref{up}) correctly gives it the coefficient 1. With $S=M=\tfrac12$, (\ref{down}) returns $-1/\sqrt3$ and $\sqrt{2/3}$, as found by hand.

These are Clebsch-Gordan coefficients in the Condon-Shortley convention, with the old spin coupled first and the new electron second. It remains to check that the new multiplet again has positive ladder coefficients, since the next step assumes it. The lowered function $S_-X(M)$ has spin $S$ and projection $M-1$, so it must be a multiple of $X(M-1)$, with magnitude $\sqrt{(S+M)(S-M+1)}$. For an up step all coefficients and all matrix elements of $S_-$ are non-negative, so the sign is plus. For a down step, the coefficient of $|S',M-\tfrac12\rangle\beta$ in $S_-X(M)$ is
\begin{equation}
c_\alpha+R\,c_\beta=\sqrt{\frac{L-M}{2L}}\,\bigl[-1+(L+M)\bigr]
=\sqrt{\frac{L-M}{2L}}\,(S+M),
\end{equation}
where $R\sqrt{L+M}=(L+M)\sqrt{L-M}$ was used. This is positive for $M>-S$, as is the corresponding $c_\beta$ in $X(M-1)$. Hence in both cases
\begin{equation}
S_-X(M)=\sqrt{(S+M)(S-M+1)}\;X(M-1).
\end{equation}

\section{The product formula}

A path on the branching diagram is a sequence $S_1=\tfrac12,S_2,\dots,S_N=S$ with steps $\pm\tfrac12$ and no negative $S_k$. For a product function $\sigma_1\sigma_2\cdots\sigma_N$, let $M_k=\sigma_1+\cdots+\sigma_k$. Repeating the coupling step gives
\begin{equation}
X(\text{path},M)=\sum_{\sigma_1+\cdots+\sigma_N=M}
\Bigl[\prod_{k=1}^{N}c_{\sigma_k}(S_{k-1}\to S_k;M_k)\Bigr]\,
\sigma_1\sigma_2\cdots\sigma_N, \label{product}
\end{equation}
with $S_0=0$. There is no sum over intermediate projections, because the string $\sigma_1\cdots\sigma_N$ fixes every $M_k$.

Some strings have a partial projection larger than the partial spin allows. To see how the formula treats them, suppose $|M_{k-1}|\le S_{k-1}$ and express the numerators in (\ref{up}) and (\ref{down}) through the old quantum numbers:
\begin{align}
\text{up:}\quad & S_k\pm M_k=S_{k-1}\pm M_{k-1}+1
&&(+\text{ for }\alpha,\ -\text{ for }\beta),\\
\text{down:}\quad & S_k\mp M_k+1=S_{k-1}\mp M_{k-1}
&&(-\text{ for }\alpha,\ +\text{ for }\beta).
\end{align}
An up numerator is at least 1, and an up step cannot create a violation. A down numerator vanishes when the old projection is extreme and the new electron points the same way. That is precisely when $|M_k|=S_k+1$. The first violation therefore produces a zero factor, and a coefficient is nonzero if and only if $|M_k|\le S_k$ for every $k$. The product is then already zero. If the square roots are taken factor by factor, the evaluation should stop there, because beyond that zero they can have negative arguments. For example, in the six-electron table with $S=M=1$, the string $\alpha\alpha\alpha\alpha\beta\beta$ on the path $(\tfrac12,0,\tfrac12,0,\tfrac12,1)$ has a zero at $k=2$, and then $(0-2+1)/2=-\tfrac12$ under the root at $k=4$.

\section{Orthonormality, completeness and the count}

For each old multiplet, the $2(2S'+1)$ products with $\alpha$ or $\beta$ are turned by an orthogonal transformation into $2S'+2$ functions of spin $S'+\tfrac12$ and $2S'$ functions of spin $S'-\tfrac12$. The numbers agree. If the functions of $N-1$ electrons form an orthonormal basis, so do those of $N$ electrons. One electron provides the start of the induction, and thus
\begin{equation}
\sum_S(2S+1)f(N,S)=2^N, \label{sum}
\end{equation}
where $f(N,S)$ is the number of paths ending at $S$. Each function is an eigenfunction of $S_z$ and of the squared spin $\mathbf S_k^2$ of the first $k$ electrons, for every $k$, because later couplings only combine components of the same $k$-electron multiplet. These eigenvalues label the path completely.

To count paths, first ignore the ban on negative spin. A walk from 0 to $S$ with $d$ down steps satisfies $(N-2d)/2=S$, so $d=N/2-S$ and there are $\binom{N}{N/2-S}$ walks. The forbidden ones touch $-\tfrac12$. Reflect the part of such a walk before its first touch about the level $-\tfrac12$. The start moves from 0 to $-1$, and the end stays at $S$. Conversely, every walk from $-1$ to $S\ge0$ must touch $-\tfrac12$, and the same reflection takes it back to a forbidden walk. Walks from $-1$ to $S$ have $(N-2d)/2=S+1$, so $d=N/2-S-1$. Subtracting,
\begin{equation}
f(N,S)=\binom{N}{N/2-S}-\binom{N}{N/2-S-1}, \label{count}
\end{equation}
where $N/2-S$ must be a non-negative integer and $\binom{N}{-1}=0$.

The two binomials also have a direct spin meaning. They count the product functions with $M=S$ and with $M=S+1$. Every multiplet of spin $S$ or higher contributes one state to the first set, and every multiplet of spin $S+1$ or higher contributes one to the second. The difference is the number of multiplets with spin $S$.

For $N=6$ the counts are $5,9,5,1$ for $S=0,1,2,3$, and (\ref{sum}) reads $5+27+25+7=64=2^6$.

\section{The algorithm}

\begin{enumerate}
\item Generate the paths backwards. A path of $N$ electrons ending at $S$ extends a path of $N-1$ electrons ending at $S-\tfrac12$ or $S+\tfrac12$. Discard endpoints below zero or above half the number of electrons.
\item List the strings of $\alpha$ and $\beta$ with total projection $M$.
\item For each path and string, start with the value 1. At each electron update $M_k$, evaluate the factor from (\ref{up}) or (\ref{down}), and multiply. If the factor is zero, return zero at once.
\end{enumerate}

Every factor is a sign times the square root of a rational number, and so is every product. It is convenient to store the signed square $q=\operatorname{sgn}(c)\,c^2$. Signed squares multiply just as the coefficients do, so step 3 can be carried out in exact rational arithmetic. They do not add like coefficients; for overlaps one must first recover $c=\operatorname{sgn}(q)\sqrt{|q|}$.

The work is at most $N f(N,S)\binom{N}{N/2-M}$ factor evaluations. For even $N$ and $M=0$ the binomial is the largest of $N+1$ binomials that sum to $2^N$, so it is at least $2^N/(N+1)$. The table for even $N$ and $M=0$ therefore grows exponentially with $N$ (near the highest projection it stays small, with $N(N-1)$ entries for $S=M=N/2-1$), although any single coefficient costs no more than $N$ factors.

\section{Five electrons with $S=M=\tfrac12$}

Equation (\ref{count}) gives $\binom52-\binom51=10-5=5$ functions. Their paths are
\begin{align*}
X_1&:(\tfrac12,0,\tfrac12,0,\tfrac12), & X_2&:(\tfrac12,1,\tfrac12,0,\tfrac12),\\
X_3&:(\tfrac12,0,\tfrac12,1,\tfrac12), & X_4&:(\tfrac12,1,\tfrac12,1,\tfrac12),\\
X_5&:(\tfrac12,1,\tfrac32,1,\tfrac12). &&
\end{align*}

Take the coefficient of $\alpha\alpha\beta\beta\alpha$ in $X_5$. The partial projections are $\tfrac12,1,\tfrac12,0,\tfrac12$, and the signed squares of the factors are
\begin{align*}
k=1,\ \alpha\text{ up}:&\quad (\tfrac12+\tfrac12)/1=1,\\
k=2,\ \alpha\text{ up}:&\quad (1+1)/2=1,\\
k=3,\ \beta\text{ up}:&\quad (\tfrac32-\tfrac12)/3=\tfrac13,\\
k=4,\ \beta\text{ down}:&\quad (1+0+1)/4=\tfrac12,\\
k=5,\ \alpha\text{ down}:&\quad -(\tfrac12-\tfrac12+1)/3=-\tfrac13 .
\end{align*}
The product is $-\tfrac1{18}$, so the coefficient is $c=-1/\sqrt{18}\approx-0.2357$. The complete table of signed squares is

\begin{center}
\begin{tabular}{c|rrrrr}
 & $X_1$ & $X_2$ & $X_3$ & $X_4$ & $X_5$\\ \hline
$\alpha\alpha\alpha\beta\beta$ & 0 & 0 & 0 & 0 & 1/2\\
$\alpha\alpha\beta\alpha\beta$ & 0 & 0 & 0 & 4/9 & $-1/18$\\
$\alpha\alpha\beta\beta\alpha$ & 0 & 1/3 & 0 & $-1/9$ & $-1/18$\\
$\alpha\beta\alpha\alpha\beta$ & 0 & 0 & 1/3 & $-1/9$ & $-1/18$\\
$\alpha\beta\alpha\beta\alpha$ & 1/4 & $-1/12$ & $-1/12$ & 1/36 & $-1/18$\\
$\alpha\beta\beta\alpha\alpha$ & $-1/4$ & $-1/12$ & $-1/12$ & $-1/36$ & 1/18\\
$\beta\alpha\alpha\alpha\beta$ & 0 & 0 & $-1/3$ & $-1/9$ & $-1/18$\\
$\beta\alpha\alpha\beta\alpha$ & $-1/4$ & $-1/12$ & 1/12 & 1/36 & $-1/18$\\
$\beta\alpha\beta\alpha\alpha$ & 1/4 & $-1/12$ & 1/12 & $-1/36$ & 1/18\\
$\beta\beta\alpha\alpha\alpha$ & 0 & 1/3 & 0 & 1/9 & 1/18
\end{tabular}
\end{center}

The absolute values in each column sum to 1; for $X_2$ this is $2\cdot\tfrac13+4\cdot\tfrac1{12}=1$. Of the 50 entries, 35 are nonzero. The zeros follow from the condition $|M_k|\le S_k$. For instance, $X_1$ has $S_2=S_4=0$, so electrons 1 and 2 must have opposite spins, and so must electrons 3 and 4. This leaves $2\cdot2=4$ strings. The function is a product of two singlet pairs and one $\alpha$.

\section{Exchanging two neighbouring electrons}

The path basis gives simple matrices for the exchange $P$ of electrons $k$ and $k+1$. This operation leaves the spin of the first $k-1$ electrons and the total spin of the first $k+1$ unchanged. It can therefore alter $S_k$ alone. It also commutes with the ladder operators, so its matrix does not depend on $M$.

Let $s=S_{k-1}$. On a triplet pair $P=+1$, and on a singlet pair $P=-1$. If $S_{k+1}=s\pm1$, the pair must be a triplet, since a singlet would leave the spin at $s$. Hence $P=+1$.

If $S_{k+1}=s>0$, two paths compete: up-down through $s+\tfrac12$ and down-up through $s-\tfrac12$. The two-dimensional space they span contains one state $|s\rangle\otimes\text{singlet}$, which we call $\Phi$; the state orthogonal to it has a triplet pair. Thus $P=1-2|\Phi\rangle\langle\Phi|$. For projection $s$, $\Phi=|s,s\rangle(\alpha\beta-\beta\alpha)/\sqrt2$. The factors (\ref{up}) and (\ref{down}) supply the coefficients of $|s,s\rangle\alpha\beta$ and $|s,s\rangle\beta\alpha$:
\begin{align}
\text{up-down:}&\quad \sqrt{\frac{2s+1}{2s+2}},\qquad
-\frac{1}{\sqrt{(2s+1)(2s+2)}},\\
\text{down-up:}&\quad 0,\qquad \sqrt{\frac{2s}{2s+1}} .
\end{align}
Subtracting the second coefficient from the first and dividing by $\sqrt2$ gives the overlaps with $\Phi$,
\begin{align}
a_{\rm ud}&=\frac{(2s+1)+1}{\sqrt{2(2s+1)(2s+2)}}=\sqrt{\frac{s+1}{2s+1}},\\
a_{\rm du}&=-\sqrt{\frac{s}{2s+1}} .
\end{align}
Their squares sum to 1, as they must. The matrix elements of $P$ follow:
\begin{align}
P_{\rm ud,ud}&=1-\frac{2(s+1)}{2s+1}=-\frac1{2s+1},\\
P_{\rm du,du}&=1-\frac{2s}{2s+1}=+\frac1{2s+1},\\
P_{\rm ud,du}&=-2a_{\rm ud}a_{\rm du}=\frac{2\sqrt{s(s+1)}}{2s+1}.
\end{align}
For $s=0$ there is no down-up path, and the up-down element is $-1$. Since every permutation is a product of neighbour exchanges, these rules determine all permutation matrices in the Yamanouchi orthogonal form.

For electrons 3 and 4 of the example, $s=S_2$. In $X_1$ the pair is a singlet, so the diagonal element is $-1$. In $X_2$ and $X_3$ the spin changes by one between $S_2$ and $S_4$, so the element is $+1$. The functions $X_4$ (down-up) and $X_5$ (up-down) share $s=1$ and mix through
\begin{equation}
P=\begin{pmatrix}\tfrac13&\tfrac{2\sqrt2}{3}\\[2pt]\tfrac{2\sqrt2}{3}&-\tfrac13\end{pmatrix}
\approx\begin{pmatrix}0.3333&0.9428\\0.9428&-0.3333\end{pmatrix}.
\end{equation}
Relabelling the electrons directly in the product functions gives the same matrix numerically.

\section{Use and limits}

The functions $X$ describe spin alone. As the exchange matrices show, they are in general not antisymmetric, and an electronic wavefunction needs spatial functions combined with them so that the whole changes sign under every exchange. Numbering the electrons differently gives, in general, other functions, but they span the same space of given $S$ and $M$.

If the Hamiltonian contains no spin operators, $S$ and $M$ are conserved, and the $f(N,S)$ functions of one $S$ and one $M$ provide all the spin functions needed for that sector. Spin-orbit coupling can mix different $S$ and $M$. The complete set of paths and projections then remains a valid basis, but a single sector is no longer sufficient in general.

\section*{Values computed for the example and the checks}
\begin{verbatim}
All spins in units of hbar; a = alpha, b = beta
Branching numbers f(N,S), dimensionless:
 N=1: S=1/2:1; sum (2S+1)f = 2
 N=2: S=0:1, S=1:1; sum (2S+1)f = 4
 N=3: S=1/2:2, S=3/2:1; sum (2S+1)f = 8
 N=4: S=0:2, S=1:3, S=2:1; sum (2S+1)f = 16
 N=5: S=1/2:5, S=3/2:4, S=5/2:1; sum (2S+1)f = 32
 N=6: S=0:5, S=1:9, S=2:5, S=3:1; sum (2S+1)f = 64
Example N=5, S=1/2, M=1/2: 10 - 5 = 5 functions
 X1: S_k = 1/2, 0, 1/2, 0, 1/2
 X2: S_k = 1/2, 1, 1/2, 0, 1/2
 X3: S_k = 1/2, 0, 1/2, 1, 1/2
 X4: S_k = 1/2, 1, 1/2, 1, 1/2
 X5: S_k = 1/2, 1, 3/2, 1, 1/2
Signed squares sign(c)*c^2 (dimensionless), columns X1..X5:
 aaabb      0      0      0      0    1/2
 aabab      0      0      0    4/9  -1/18
 aabba      0    1/3      0   -1/9  -1/18
 abaab      0      0    1/3   -1/9  -1/18
 ababa    1/4  -1/12  -1/12   1/36  -1/18
 abbaa   -1/4  -1/12  -1/12  -1/36   1/18
 baaab      0      0   -1/3   -1/9  -1/18
 baaba   -1/4  -1/12   1/12   1/36  -1/18
 babaa    1/4  -1/12   1/12  -1/36   1/18
 bbaaa      0    1/3      0    1/9   1/18
Nonzero coefficients: 35 of 50
Trace of X5 on aabba:
 k=1: S_k=1/2, M_k=1/2, signed square of factor = 1
 k=2: S_k=1, M_k=1, signed square of factor = 1
 k=3: S_k=3/2, M_k=1/2, signed square of factor = 1/3
 k=4: S_k=1, M_k=0, signed square of factor = 1/2
 k=5: S_k=1/2, M_k=1/2, signed square of factor = -1/3
 product = -1/18, coefficient c = -0.235702
Exchange matrix of electrons 3 and 4, rows and columns X1..X5:
 -1.000000  0.000000  0.000000  0.000000  0.000000
  0.000000  1.000000  0.000000  0.000000  0.000000
  0.000000  0.000000  1.000000  0.000000  0.000000
  0.000000  0.000000  0.000000  0.333333  0.942809
  0.000000  0.000000  0.000000  0.942809 -0.333333
N=6 largest orthonormality error: 3.3e-16
N=6 largest eigenvalue-equation error: 1.1e-15
N=6 largest exchange-matrix error: 3.3e-16
\end{verbatim}
